# Why weakly bonded interfaces conduct heat better under pressure

A metal film held on a hard crystal only by van der Waals forces passes heat poorly. Squeeze the pair, and the conductance can climb steeply, while a chemically bonded interface between the same solids changes far less. Two questions follow: why does the weak interface respond so strongly, and how far does the response go?

Part of the answer is that phonons far above a roll-off frequency set by the bond cross with a probability proportional to the square of the bond stiffness. This square law is a limit, and it is not the whole cause. The stiffness must itself respond to pressure, and in a soft bond its fractional change is large.

## The model

Two isotropic solids have densities $\rho_i$, sound speeds $v_i$ and impedances $Z_i=\rho_i v_i$. Solid 1, the film, is the slower: $r=v_1/v_2<1$. Each solid carries three equal scalar phonon branches with $\omega=vk$, up to the Debye cutoff $\omega_D$ of the film. The faces touch over their full area and are joined by springs of stiffness $K$ per unit area. Scattering is elastic, and the wavevector along the interface is conserved.

## How one phonon crosses

Take the time factor $e^{-i\omega t}$ and an incident wave of unit amplitude from solid 1, with reflected amplitude $R$ and transmitted amplitude $T_a$. Let $\mu_i=\cos\theta_i$, with angles measured from the normal. The stress is $\sigma=\rho v^2\,\partial u/\partial z$, and the normal wavevector is $\omega\mu/v$. With $a=Z_1\mu_1$ and $b=Z_2\mu_2$, the stresses at the two faces are

$$\sigma_1=i\omega a(1-R),\qquad \sigma_2=i\omega bT_a .$$

A massless spring layer transmits stress unchanged and stretches in proportion to it:

$$a(1-R)=bT_a,\qquad K(T_a-1-R)=i\omega bT_a .$$

The first condition gives $R=1-bT_a/a$. Putting this into the second,

$$T_a\left(1+\frac ba-\frac{i\omega b}{K}\right)=2,\qquad T_a=\frac{2a}{a+b-i\omega ab/K}.$$

Energy flux is proportional to impedance times squared amplitude, so the transmission is $t=b|T_a|^2/a$:

$$t=\frac{4ab}{(a+b)^2+(\omega ab/K)^2}=\frac{t_w}{1+(\omega/\omega_\mu)^2}.$$

Here $t_w=4ab/(a+b)^2$ is the welded value, reached as $K\to\infty$, and

$$\omega_\mu=K\left(\frac1{Z_1\mu_1}+\frac1{Z_2\mu_2}\right)$$

is the roll-off at that angle. Its normal-incidence value is $\omega_0=K(1/Z_1+1/Z_2)$. Slow waves move both faces together. For fast waves the spring is too soft to pass on the motion, and

$$t\simeq\frac{4K^2}{\omega^2Z_1Z_2\mu_1\mu_2}\qquad(\omega\gg\omega_\mu).$$

The force through the spring is proportional to $K$, and the transmitted power to its square.

## Why three dimensions give a square

Each branch of the film has $\omega^2d\omega/(2\pi^2v_1^3)$ modes per volume, a fraction $d\mu_1/2$ of which lies in each interval of direction cosine. They approach at speed $v_1\mu_1$. One degree of warming changes the energy of a mode by

$$c(\omega)=\hbar\omega\frac{\partial n}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2},\qquad x=\frac{\hbar\omega}{k_BT},$$

where $n$ is the Bose occupation. Summing three branches,

$$G=\frac{3}{4\pi^2v_1^2}\int_0^{\omega_D}\omega^2c(\omega)\,d\omega\int_0^1\mu_1t\,d\mu_1 .$$

Temperature here means that of the phonons sent towards the interface. This differs little from the local temperature when few phonons cross.

Conservation of the parallel wavevector gives $1-\mu_1^2=r^2(1-\mu_2^2)$, hence $\mu_1d\mu_1=r^2\mu_2d\mu_2$. Film phonons with $\mu_1<\sqrt{1-r^2}$ are totally reflected; the rest correspond to $0<\mu_2<1$. With the high-frequency transmission, $\mu_2$ cancels and the angular integral becomes

$$\frac{4K^2}{\omega^2Z_1Z_2}\,r^2\int_0^1\frac{d\mu_2}{\sqrt{1-r^2+r^2\mu_2^2}}
=\frac{4K^2}{\omega^2Z_1Z_2}\,r\,\mathrm{artanh}\,r .$$

The integral equals $r^{-1}\,\mathrm{arsinh}(r/\sqrt{1-r^2})$, which is $r^{-1}\,\mathrm{artanh}\,r$.

The $\omega^2$ of the mode density now cancels the $\omega^{-2}$ of the transmission. In the classical range, where $c\simeq k_B$, equal frequency intervals carry equal heat. The wide range above the roll-off therefore outweighs the narrow range below it. Changing variable to $x$ in the remaining integral of $c$,

$$G_\infty=\frac{3k_BK^2\,r\,\mathrm{artanh}\,r}{\pi^2v_1^2Z_1Z_2}\,\frac{k_BT}{\hbar}\,J\!\left(\frac{\hbar\omega_D}{k_BT}\right),\quad
J(X)=\int_0^X\frac{x^2e^x\,dx}{(e^x-1)^2}.$$

This requires $\omega_0$ to be far below both $\omega_D$ and $k_BT/\hbar$. At high temperature $J(X)\to X$, and $G_\infty$ no longer depends on temperature. When $k_BT\ll\hbar\omega_D$, $J\to\pi^2/3$ and $G_\infty\propto K^2T$, until $k_BT/\hbar$ falls towards $\omega_0$.

A single channel at normal incidence shows what the mode density does. There

$$G_{1D}=\frac{1}{2\pi}\int_0^{\omega_D} c\,t\,d\omega\simeq\frac{k_Bt_w}{2\pi}\,\omega_0\arctan\frac{\omega_D}{\omega_0}\to\frac{k_Bt_w\omega_0}{4},$$

which is linear in $K$. Without the $\omega^2$ weight, half the heat travels below $\omega_0$ in this classical limit.

Equal solids are a special case, because $r\,\mathrm{artanh}\,r$ diverges as $r\to1$. Then $\mu_1=\mu_2=\mu$ and $t=1/(1+\omega^2\mu^2/\beta^2)$ with $\beta=2K/Z$. Grazing phonons cross easily, and

$$\int_0^1\mu t\,d\mu=\frac{\beta^2}{2\omega^2}\ln\!\left(1+\frac{\omega^2}{\beta^2}\right).$$

Integrating over frequency with $c=k_B$ gives, for $\beta\ll\omega_D$,

$$G\simeq\frac{3k_B}{4\pi^2v^2}\,\beta^2\omega_D\left[\ln\frac{\omega_D}{\beta}-1\right].$$

The square acquires a logarithm, and the local exponent lies below 2.

## The exponent at finite stiffness

Define $s=d\ln G/d\ln K$. Since $\omega_\mu\propto K$, differentiating $\ln t=\ln t_w-\ln(1+\omega^2/\omega_\mu^2)$ gives

$$\frac{d\ln t}{d\ln K}=\frac{2\omega^2/\omega_\mu^2}{1+\omega^2/\omega_\mu^2}=2\left(1-\frac{t}{t_w}\right),\qquad s=2\left\langle1-\frac{t}{t_w}\right\rangle,$$

where the average is weighted by the heat each mode carries across. Within this model, then, $0<s<2$: near 2 for a very weak bond, near 0 for a nearly welded one.

The approach to 2 is slow. At a fixed angle the classical frequency integral is

$$\int_0^{\omega_D}\frac{\omega^2d\omega}{\omega^2+\omega_\mu^2}=\omega_D-\omega_\mu\arctan\frac{\omega_D}{\omega_\mu},$$

so the relative shortfall from the square law at that angle is about $(\pi/2)\,\omega_\mu/\omega_D$, first order in the roll-off. It is larger for waves that leave at grazing angles in the substrate, where $\omega_\mu$ is high. Because of these waves, the shortfall summed over all angles vanishes more slowly, in proportion to $(\omega_0/\omega_D)\ln(\omega_D/\omega_0)$ for a very weak bond.

It is therefore not enough that most modes lie above the roll-off. With $\omega_0=\omega_D/2$ and the solids of the example below, 87.5% of the film's modes lie above $\omega_0$, yet the computed exponent is 0.99.

## Why the stiffness responds to pressure

Let the atoms across the gap interact by a 12-6 pair potential. Summing over two half-spaces, treated as continuous, lowers each power by four: three for the volume integral over one solid and one for the depth of the other. The energy per area is then a $z^{-8}$ repulsion and a $z^{-2}$ attraction. Requiring a minimum of depth $\varepsilon$ at spacing $z_0$ fixes the coefficients:

$$U=\varepsilon\left[\frac13\left(\frac{z_0}{z}\right)^8-\frac43\left(\frac{z_0}{z}\right)^2\right].$$

At the minimum,

$$K_0=U''=(24-8)\frac{\varepsilon}{z_0^2}=\frac{16\varepsilon}{z_0^2},\qquad U'''=(-240+32)\frac{\varepsilon}{z_0^3}=-\frac{208\,\varepsilon}{z_0^3}.$$

The bond balances a pressure $P=-U'$. Hence $dP=-U''dz$ and $dK=U'''dz$, so at zero pressure

$$\frac{dK}{dP}=-\frac{U'''}{U''}=\frac{13}{z_0},\qquad \frac{d\ln K}{dP}=\frac{13}{K_0z_0}.$$

The absolute gain in stiffness per unit pressure does not depend on the bond energy. Weak and strong bonds of this shape and similar spacing gain about equally, but the weak one starts from less. Combining the two parts, with the solids themselves unchanged,

$$\frac{d\ln G}{dP}=s\,\frac{13}{K_0z_0}.$$

A small $K_0$ raises both factors. The square at most doubles the fractional change of $K$; the softness of the bond makes that change large.

## How large: a metal film on a hard crystal

The example uses rough values typical of aluminium on silicon carbide at 300 K: $v_1=3400$ m/s, $v_2=8000$ m/s, $Z_1=9.18$ and $Z_2=25.6$ MPa s/m, and $\omega_D=51.9$ rad/ps. The van der Waals bond has $\varepsilon=0.15$ J/m² and $z_0=0.30$ nm. Thus

$$K_0=\frac{16\times0.15}{(0.30\times10^{-9})^2}=2.67\times10^{19}\ \mathrm{N/m^3}=26.7\ \mathrm{GPa/nm},$$

and $\omega_0=3.95$ rad/ps, or $0.076\,\omega_D$. With $k_BT/\hbar=39.3$ rad/ps, $J=1.260$ and $r\,\mathrm{artanh}\,r=0.1929$, the square law gives

$$G_\infty=\frac{3(1.381\times10^{-23})(2.67\times10^{19})^2(0.1929)(3.93\times10^{13})(1.260)}{\pi^2(3400)^2(9.18\times10^6)(25.6\times10^6)},$$

about 10.5 MW/(m² K). The full integral gives 8.26, and an explicit sum over wavevectors in the Debye sphere gives 8.27. Even here the square law is 27% above the full result, and $s=1.79$. The heat carried below $\omega_0$ is 1.3% of the total; in the one-dimensional control it is 53%.

Since $K_0z_0=8.0$ GPa, $d\ln K/dP=13/8.0=1.6$ per GPa, and $d\ln G/dP=1.79\times1.625=2.9$ per GPa.

For comparison, keep the solids and the shape of the potential, but set $\varepsilon=2.0$ J/m² and $z_0=0.25$ nm. Then $K=512$ GPa/nm, $s=0.30$ and $d\ln G/dP=0.030$ per GPa. With the solids themselves unchanged, the weak interface is about 97 times more responsive at zero pressure: a factor 16 from the sensitivity of the stiffness and a factor 6 from the exponent.

The initial slope must not be extrapolated as an exponential. For the weak bond the model gives:

| $P$ (GPa) | $K$ (GPa/nm) | $s$ | $G$ (MW/(m² K)) |
|---|---|---|---|
| 0 | 27 | 1.79 | 8.3 |
| 1 | 69 | 1.52 | 40 |
| 2 | 111 | 1.29 | 79 |
| 5 | 238 | 0.77 | 175 |
| 10 | 459 | 0.35 | 251 |

The stiffness follows $K_0+13P/z_0$ closely: at 10 GPa this line gives $27+433=460$ GPa/nm. The natural pressure scale is therefore $K_0z_0/13$, here about 0.6 GPa. Over the full range $K$ rises 17 times. A pure square law would raise $G$ about 300 times; the integral gives 30 times, because the roll-off has moved through the thermal range. The strong interface gains 13% if the solids themselves do not stiffen.

## How far to trust the numbers

Room-temperature conductances of weakly bonded metal-dielectric interfaces are roughly tens of MW/(m² K), so the model starts just below that range. The neglected effects that are sized below are taken one at a time and do not simply add.

**Dispersion** is the most serious at high pressure. A scalar simple-cubic lattice with the same long-wave speeds, one atom per cell and the film's spacing in both solids (a crude stand-in for the real crystals) gives 3.7 MW/(m² K) at zero pressure, less than half the Debye value, with nearly the same exponent, 1.80. At 10 GPa it gives 45 instead of 251. The lattice conductance thus rises about 12 times, not 30. The film's own lattice springs have stiffness $\rho_1v_1^2/n_1^{-1/3}$ per area, where $n_1=6.0\times10^{28}$ m⁻³ is its atomic density: 31.2 GPa divided by 0.255 nm, or about 122 GPa/nm. The bond passes this value a little above 2 GPa. Beyond that, neither the magnitudes nor the trend in the table are reliable: the lattice conductance is 54 MW/(m² K) at 5 GPa and has fallen to 45 by 10 GPa, while the table keeps rising. This fall is for unchanged solids; if the film stiffens as estimated below, the lattice conductance still rises between these pressures. The strong reference bond is also in this range, so the factor 97 belongs to the continuum model with unchanged solids.

**Atomic planes** make the bond stiffer than the continuum sum suggests, because the gap is only about as wide as the spacing between planes. Summing the same pair potential over uniform planes 0.25 nm apart, with $\varepsilon$ and $z_0$ unchanged, gives $K_0\approx33\,\varepsilon/z_0^2$ and $dK/dP\approx16.6/z_0$. The stiffness of the weak bond then doubles, its zero-pressure Debye conductance rises from 8.3 to about 29 MW/(m² K), and its initial response falls from 2.9 to about 1.6 per GPa.

**Weak shear bonding** also matters. If two of the three branches feel $K/3$, the zero-pressure conductance falls from 8.3 to 3.5 MW/(m² K).

**Thermal motion** of the surface atoms normal to the interface, with an estimated rms value $\delta=0.0143$ nm, has two opposing effects on $K$. At fixed mean spacing, averaging the curvature of the bond raises $K$ by the fraction $U''''\delta^2/(2U'')=(155/2)\,\delta^2/z_0^2$, about 18%. At fixed pressure the average force must stay the same, so the mean spacing grows by $-U'''\delta^2/(2U'')=(13/2)\,\delta^2/z_0$. This lowers $K$ by the fraction $(13^2/2)\,\delta^2/z_0^2$, about 19%. To this order the two effects nearly cancel.

**Stiffening of the film**, for a rough bulk modulus of 76 GPa, raises the Debye result at 10 GPa from 251 to 407 MW/(m² K). It matters more for the strong bond: the initial response rises from 0.030 to about 0.10 per GPa, and the conductance roughly doubles by 10 GPa instead of gaining 13%. The ratio of the two initial responses then falls from 97 to about 29.

**Electron-phonon resistance** in the metal lowers $G$ by 0.5% at zero pressure and 14% at 10 GPa. The mean transmission from the film rises from 0.4% to 13%, so the definition of temperature begins to matter.

Inelastic crossing is not calculated. Nor is incomplete contact, although a rough or transferred film may not touch over its full area. If a fraction $f$ of the area touches, and the spreading resistance around the contacts is negligible, $G$ is multiplied by $f$, and $K$ must be taken at the contact pressure $P/f$, because the contacts carry the whole load. At fixed $f$ this makes the initial response $1/f$ times larger. Growth of $f$ under load adds $d\ln f/dP$ to the response, but also slows the rise of the contact pressure.

## What to do about it

When fitting conductance against pressure, use the full transmission integral rather than the square law. For a weak bond its local exponent agrees well with that of the lattice, but its magnitude can be too high by a factor of about two from dispersion or weak shear bonding alone, and about five from both together. For the magnitude, and for the trend once $K$ approaches the stiffness of the softer solid, use a lattice calculation, with a bond stiffness that is measured or computed from the atomic structure rather than taken from the continuum sum. A fitted power of $K$ holds only locally. Obtain the contact area independently: $f(P)$ and $K(P)$ can produce similar curves.

When designing a joint, first estimate $\omega_0/\omega_D$. If it is well below 0.1, contact is complete and elastic transmission dominates, a modest increase in bond stiffness pays nearly twice over in fractional conductance. Pressure acts strongly on the bond only on the scale $K_0z_0/13$, about 0.6 GPa in the example. This is far above ordinary clamping pressures: at 10 MPa and full contact, the conductance in the example rises by only about 3%. Once $\omega_0$ exceeds $\omega_D$, further stiffening of the bond brings much less. In the lattice model with unchanged solids the conductance of the example already peaks near $\omega_0\approx0.6\,\omega_D$, and beyond $\omega_0=\omega_D$ it falls by up to a further 30%. A better match of the two solids' vibrations is then the more promising route. The numerical output gives the remaining intermediate values.

## Values computed for the example and the checks

```
film: density 2700 kg/m3, speed 3400 m/s, atoms 6.0e+28 /m3
substrate: density 3200 kg/m3, speed 8000 m/s
temperature 300 K; speed ratio r = 0.425
Z1 = 9.18, Z2 = 25.60 MPa s/m
cutoff wD = 51.9 rad/ps; kB T/hbar = 39.3 rad/ps
hbar wD/kB T = 1.321; J = 1.260; r artanh r = 0.1929
weak bond: adhesion 0.15 J/m2, spacing 0.30 nm
strong bond: adhesion 2.0 J/m2, spacing 0.25 nm
weak K0 = 26.7 GPa/nm; roll-off = 3.95 rad/ps
strong K = 512 GPa/nm; roll-off/wD = 1.46
weak G: full 8.26, K^2 limit 10.49 MW/(m2 K)
weak G by wavevector sum = 8.27 MW/(m2 K)
strong G = 260 MW/(m2 K)
exponent at K0/1000: 3D 1.9996, 1D 0.9999
exponent, identical solids, K0/100, classical: 1.828
exponent: weak 1.790, strong 0.296
roll-off = wD/2: modes above 87.5 %, exponent 0.994
weak bond, modes above roll-off: 99.96 %
heat carried below roll-off: 3D 1.3 %, 1D 52.9 %
weak, P=0: dlnK/dP = 1.6250, dlnG/dP = 2.9084 per GPa
strong, P=0: dlnK/dP = 0.1016, dlnG/dP = 0.0300 per GPa
weak/strong ratio: dlnK/dP 16.0, exponent 6.05, dlnG/dP 96.8
weak bond: P (GPa), K (GPa/nm), roll-off/wD, exponent, G (MW/(m2 K))
   0    26.7  0.076  1.790  8.3
   1    68.8  0.196  1.521  40.3
   2   110.6  0.316  1.289  78.8
   5   238.3  0.680  0.772  175.3
  10   458.8  1.309  0.349  251.1
0 to 10 GPa, weak: K x 17.2, G x 30.4, K^2 x 296
0 to 10 GPa, strong: K x 1.99, G x 1.13
Neglected effects
cubic lattice, P=0: G = 3.7 MW/(m2 K), exponent 1.80
cubic lattice, 10 GPa: G = 45 MW/(m2 K)
shear stiffness K/3 on two branches, P=0: G = 3.46 MW/(m2 K)
rough film bulk modulus 76 GPa, its pressure slope 4.5
film stiffened at 10 GPa: speed x 1.198, G = 407 MW/(m2 K)
surface-atom rms motion 0.0143 nm
thermal stiffening of weak K: 18 %
rough electron-phonon coupling 2.5e+17 W/(m3 K)
rough film lattice conductivity 10 W/(m K)
electron-phonon series conductance 1581 MW/(m2 K)
G lowered by it: 0.5 % at 0, 13.7 % at 10 GPa
mean transmission from film: 0.0043 at 0, 0.130 at 10 GPa
```
